# Why Hartree-Fock exchange preserves crystal momentum, and when it fails

**Q.** A local crystal potential repeats from cell to cell, so I accept that it conserves \(k\). Fock exchange is different: it connects an electron at \(\mathbf r\) to its wavefunction at a distant \(\mathbf r'\). Why may I still plot Hartree-Fock bands against \(k\)?

**A.** What matters is what happens when the whole arrangement, both points together, is moved by a lattice vector. For one spin, exchange acts as

\[
(X\varphi)(\mathbf r)=\int X(\mathbf r,\mathbf r')\,\varphi(\mathbf r')\,d\mathbf r',\qquad
X(\mathbf r,\mathbf r')=-\gamma(\mathbf r,\mathbf r')\,v(\mathbf r,\mathbf r'),
\]

where \(v\) is the electron-electron interaction and \(\gamma\) the density matrix of that spin. I use Hartree atomic units, collinear spins and a large periodic supercell, over which orbitals are normalized and integrals taken. Suppose the occupied orbitals are Bloch orbitals:

\[
\gamma(\mathbf r,\mathbf r')=\sum_{n\mathbf k}f_{n\mathbf k}\,\psi_{n\mathbf k}(\mathbf r)\psi^*_{n\mathbf k}(\mathbf r'),\qquad
\psi_{n\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}(\mathbf r).
\]

Move both arguments by a lattice vector \(\mathbf R\). The first orbital gives a phase and the conjugated one gives the opposite phase:

\[
\gamma(\mathbf r+\mathbf R,\mathbf r'+\mathbf R)
=\sum_{n\mathbf k}f_{n\mathbf k}\,e^{i\mathbf k\cdot\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\,\psi_{n\mathbf k}(\mathbf r)\psi^*_{n\mathbf k}(\mathbf r')
=\gamma(\mathbf r,\mathbf r').
\]

The cancellation occurs term by term, so the occupations \(f_{n\mathbf k}\) may be unequal. The Coulomb interaction depends on \(\mathbf r-\mathbf r'\), which a common shift leaves alone. Hence \(X(\mathbf r+\mathbf R,\mathbf r'+\mathbf R)=X(\mathbf r,\mathbf r')\).

**Q.** What if only one of the two points moves?

**A.** Then \(\gamma(\mathbf r+\mathbf R,\mathbf r')\) keeps a factor \(e^{i\mathbf k\cdot\mathbf R}\) in each term, and in general it changes. Lattice symmetry does not ask for that invariance.

A model ring shows the difference. It has six cells of length \(a=4\) bohr, so \(L=24\) bohr, a potential \(-0.5\cos(2\pi x/a)\) hartree, two electrons per cell and a neutralizing background. The interaction is \(v=1/\sqrt{d^2+1}\), with \(d=(L/\pi)\sin(\pi|x-x'|/L)\) the chord distance in bohr. These are round parameters, not a material. Restricted Hartree-Fock on a grid of 12 points per cell gives

\[
\gamma(1,2)=0.0858,\qquad \gamma(5,6)=0.0858,\qquad \gamma(5,2)=0.0729\ \text{bohr}^{-1},
\]

with positions in bohr. Moving both points by 4 bohr restores the value; moving the first alone does not. Over the whole grid, the largest change relative to the largest element of \(\gamma\) is \(1.6\times10^{-14}\) for the common shift and 1.06 for the single shift. A common shift by half a cell changes it by 0.89, because that is not a lattice translation.

**Q.** How does an invariant kernel become a statement about \(k\)?

**A.** Define \((T_{\mathbf R}\varphi)(\mathbf r)=\varphi(\mathbf r+\mathbf R)\). Apply it after \(X\), and substitute \(\mathbf r'=\mathbf s+\mathbf R\); the supercell is periodic, so the integration region is unaffected:

\[
\begin{aligned}
(T_{\mathbf R}X\varphi)(\mathbf r)
&=\int X(\mathbf r+\mathbf R,\mathbf r')\varphi(\mathbf r')\,d\mathbf r'\\
&=\int X(\mathbf r+\mathbf R,\mathbf s+\mathbf R)\varphi(\mathbf s+\mathbf R)\,d\mathbf s\\
&=\int X(\mathbf r,\mathbf s)(T_{\mathbf R}\varphi)(\mathbf s)\,d\mathbf s
=(XT_{\mathbf R}\varphi)(\mathbf r).
\end{aligned}
\]

Thus \(X\) commutes with \(T_{\mathbf R}\). Now take any Bloch functions \(\phi_{\mathbf k}\) and \(\phi_{\mathbf k'}\). Translation is unitary and preserves inner products, so

\[
\begin{aligned}
\langle\phi_{\mathbf k}|X|\phi_{\mathbf k'}\rangle
&=\langle T_{\mathbf R}\phi_{\mathbf k}|T_{\mathbf R}X\phi_{\mathbf k'}\rangle
=\langle T_{\mathbf R}\phi_{\mathbf k}|XT_{\mathbf R}\phi_{\mathbf k'}\rangle\\
&=e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}\langle\phi_{\mathbf k}|X|\phi_{\mathbf k'}\rangle .
\end{aligned}
\]

Moving everything to one side gives

\[
\left[e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}-1\right]\langle\phi_{\mathbf k}|X|\phi_{\mathbf k'}\rangle=0
\quad\text{for every }\mathbf R .
\]

If \(\mathbf k'-\mathbf k\) is not a reciprocal lattice vector, some \(\mathbf R\) makes the bracket nonzero, and the matrix element must vanish. With both vectors in one Brillouin zone, only \(\mathbf k'=\mathbf k\) survives. Different bands at that \(\mathbf k\) may still couple, so exchange is block diagonal rather than diagonal.

**Q.** But exchange is a Coulomb process with the occupied electrons at all \(q\). Surely momentum is transferred?

**A.** It is transferred and returned within the same matrix element. In one dimension, expand the occupied orbitals and the interaction in plane waves:

\[
\psi_{mq}(x)=\frac1{\sqrt L}\sum_G c_{mq}(G)e^{i(q+G)x},\qquad
v(x-x')=\frac1L\sum_p v(p)e^{ip(x-x')} .
\]

Between normalized plane waves \(k+G\) and \(k'+G'\), the exchange element is

\[
\begin{aligned}
\langle k+G|X|k'+G'\rangle=-\frac1{L^3}\sum_{mq}f_{mq}&\sum_{G_1G_2p}c_{mq}(G_1)c^*_{mq}(G_2)v(p)\\
&\times\int_0^L e^{i(q+G_1+p-k-G)x}dx\int_0^L e^{i(k'+G'-q-G_2-p)x'}dx' .
\end{aligned}
\]

One factor \(1/L\) comes from the two outer plane waves, one from the two occupied orbitals and one from \(v\). Each integral is \(L\) if its exponent vanishes and zero otherwise. The two conditions are

\[
p=k-q+G-G_1,\qquad p=k'-q+G'-G_2 .
\]

Subtracting them gives \(k'-k=G-G_1-G'+G_2\), a reciprocal lattice vector. In one zone this means \(k'=k\) and \(G_2=G_1+G'-G\). The two integrals supply \(L^2\), leaving

\[
\langle k+G|X|k+G'\rangle=-\frac1L\sum_{mq}f_{mq}\sum_{G_1}c_{mq}(G_1)c^*_{mq}(G_1+G'-G)\,v(k-q+G-G_1).
\]

The interaction carries \(k-q\), up to a reciprocal vector, at one end and hands it back at the other. The sum over \(q\) runs over the whole occupied zone, yet the outer label stays \(k\).

**Q.** Can I see those separate contributions in the ring?

**A.** Take the lowest orbital at \(k=0\). The \(k\) spacing is \(2\pi/24=0.2618\) bohr\(^{-1}\), and indices 4 and 5 mean \(-2\) and \(-1\). The exchange part of its orbital energy is

\[
-0.2881-2(0.1256)-2(0.0792)-0.0645=-0.7622\ \text{hartree},
\]

from \(q\) indices 0, \(\pm1\), \(\pm2\) and 3. Most of the total comes from \(q\ne k\), so conservation of \(k\) does not mean that only equal momenta interact.

The pairs are equal for a simple reason. The Hamiltonian is real and these levels are nondegenerate at each \(k\), so \(\psi_0\) can be chosen real and \(\psi_{-q}=\psi_q^*\) up to a phase. Replacing \(q\) by \(-q\) then merely exchanges \(x\) and \(x'\) in the double integral.

**Q.** If both exchange and a local potential conserve \(k\), what does the nonlocality change?

**A.** It changes the dependence of the block on \(k\). For a local periodic potential, \(\langle k+G|V|k+G'\rangle=V(G-G')\), the same at every \(k\). In the exchange formula, \(k\) stands inside \(v(k-q+G-G_1)\). In the ring, the diagonal element for the plane wave of momentum zero is \(-0.669\) hartree; at the zone edge, momentum \(\pi/a\), it is \(-0.440\) hartree. Exchange can therefore reshape the bands without mixing different \(k\).

Occupied plane waves, as in a uniform electron gas, make this plain. If each occupied orbital is one plane wave with \(G=0\), then \(c_q(G_1)\) vanishes unless \(G_1=0\), and the second coefficient requires \(G'=G\). The block becomes diagonal:

\[
\langle k+G|X|k+G'\rangle=-\delta_{GG'}\frac1L\sum_q f_q\,v(k-q+G).
\]

Full momentum is now conserved, since \(\gamma\) depends only on \(x-x'\). A crystal retains the weaker symmetry under lattice translations. Weakening the ring's potential towards zero does not lead to the plane-wave case: in the self-consistent solution, the filled orbital at the zone edge keeps equal weights on the plane waves with momenta \(\pm\pi/a\), with only a small admixture of shorter waves.

**Q.** My supercell code prints real standing waves instead of Bloch waves. Has it lost \(k\)?

**A.** Not if it fills the degenerate pair equally. Let \(\psi_\pm\) have wavevectors \(\pm k\), and define \(c=(\psi_++\psi_-)/\sqrt2\) and \(s=(\psi_+-\psi_-)/\sqrt2\). With \(\psi_-=\psi_+^*\), \(c\) is real and \(s\) is \(i\) times a real function; the factor \(i\) drops out of the product of \(s\) and \(s^*\). Then

\[
\begin{aligned}
c(x)c^*(x')&=\tfrac12\left[\psi_+\psi_+^*+\psi_-\psi_-^*+\psi_+\psi_-^*+\psi_-\psi_+^*\right],\\
s(x)s^*(x')&=\tfrac12\left[\psi_+\psi_+^*+\psi_-\psi_-^*-\psi_+\psi_-^*-\psi_-\psi_+^*\right],
\end{aligned}
\]

where the first factor in each product is at \(x\) and the second at \(x'\). The cross terms cancel in the sum, which is the Bloch density matrix.

I solved the ring both ways: on the entire supercell with real orbitals and no \(k\) labels, and in separate \(k\) blocks with the formula above. All eigenvalues agree within \(2.3\times10^{-11}\) hartree. At the zone edge the lowest two are \(-0.619\) and \(0.317\) hartree, which gives the gap of 0.936 hartree on this six-point mesh; rings of 12 and 18 cells give 0.932 hartree.

**Q.** And if only one standing wave is filled?

**A.** Then the cross terms remain. Under a common shift \(R\), \(\psi_+\psi_-^*\) gains \(e^{2ikR}\), and its partner gains \(e^{-2ikR}\). More generally, if a part \(X_\kappa\) of the kernel gains \(e^{i\kappa R}\), the same change of variables as before gives

\[
\langle\phi_k|X_\kappa|\phi_{k'}\rangle
=e^{i(\kappa+k'-k)R}\langle\phi_k|X_\kappa|\phi_{k'}\rangle ,
\]

so it can couple only \(k=k'+\kappa\), up to a reciprocal vector. Here \(\kappa\) is plus or minus twice the wavevector of the standing wave.

As a test, I removed one electron of one spin from the \(k=\pm1\) pair of the filled ring, keeping the orbitals fixed. For each change of \(k\) index, I summed the squared matrix elements over all pairs of \(k\) labels with that difference and took the square root; the couplings quoted here and below are such norms. A standing-wave hole gives 0.1855 hartree for a change of \(k\) index by 2 and the same for 4, which is \(-2\) modulo 6. The odd changes are at rounding level, \(10^{-14}\) hartree. A hole shared equally between the two Bloch orbitals gives no coupling above that level. For scale, the \(k\)-conserving part for the filled band is 1.916 hartree.

**Q.** Would a periodic electron density be enough to rule out such trouble?

**A.** No. The density is the diagonal \(\gamma(x,x)\), whereas exchange also uses the off-diagonal part. Multiply every occupied orbital by \(e^{i\theta(x)}\), with \(\theta=0.5\sin(2\pi x/L)\). The density is unchanged, but

\[
\gamma(x,x')\to e^{i[\theta(x)-\theta(x')]}\gamma(x,x').
\]

This phase varies around the ring with period \(L\), not \(a\). The largest norm for a change of \(k\) becomes 0.099 hartree, at a change of index by \(\pm1\). A potential computed from the density alone would not notice the change.

The precise condition for an invariant \(\gamma\) follows from its general form, \(\gamma=\sum\Gamma_{n\mathbf k,m\mathbf k'}\psi_{n\mathbf k}\psi^*_{m\mathbf k'}\). A common shift multiplies each term by \(e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}\). The orbital products are linearly independent, so invariance requires \(\Gamma=0\) between different \(\mathbf k\) in the zone. Mixing bands at one \(\mathbf k\) is harmless. Since \(X=-\gamma v\), exchange needs this invariance only at pairs of points where \(v\) is nonzero. For the Coulomb interaction that means everywhere; for a purely on-site interaction only the diagonal enters, and a periodic density of each spin is then enough.

**Q.** Does the interaction have to be the bare Coulomb one?

**A.** No; it is enough that \(v(\mathbf r+\mathbf R,\mathbf r'+\mathbf R)=v(\mathbf r,\mathbf r')\). A screened interaction that depends only on \(\mathbf r-\mathbf r'\) qualifies, and so does one that varies inside each cell in the same way. With the ring's density matrix held fixed, I multiplied \(v\) by \(1+0.3\cos(2\pi x/a)\cos(2\pi x'/a)\); no coupling between different \(k\) appeared above \(1.3\times10^{-14}\) hartree. With \(a\) replaced by \(L\) in the cosines, the norm was 0.144 hartree for a change of \(k\) index by \(\pm2\).

In three dimensions the Coulomb transform is \(4\pi/p^2\). Its singularity is integrable in an infinite crystal, because the volume element contributes \(p^2dp\). In a finite supercell the \(p=0\) term needs a convention, which affects energies and their convergence with the \(k\) mesh. It does not alter the selection rule, since that term also obeys both momentum conditions.

**Q.** You assumed Bloch orbitals from the start. Does self-consistency guarantee them?

**A.** It preserves the symmetry if you begin with it and fill levels suitably. When each spin's \(\gamma\) is invariant, its diagonal is periodic, so the Hartree potential is periodic. Exchange commutes with translations by the argument above, as do the kinetic energy and the external potential. The Fock operator therefore has Bloch eigenfunctions. Filling complete degenerate levels, or choosing Bloch orbitals within a partly filled one, makes the next \(\gamma\) invariant too.

This does not make the symmetric solution the lowest one. Consider a half-filled Hubbard ring of six sites, with hopping \(-t\) and on-site repulsion \(U=4t\). In the uniform solution each spin fills the orbitals with hopping energies \(-2t,-t,-t\) (the repulsion shifts all levels equally), and each site holds half an electron of each spin. Its energy per site is

\[
\frac{2(-2-1-1)t}{6}+U\left(\frac12\right)^2=-1.333t+1.000t=-0.333t .
\]

A self-consistent staggered solution, with alternating spin, has \(-0.473t\) per site. Since the interaction acts on one site, exchange for spin up is \(-Un_{i\uparrow}\) when the Hartree term is counted as \(U(n_{i\uparrow}+n_{i\downarrow})\); together they give \(Un_{i\downarrow}\). It alternates between \(-3.52t\) and \(-0.48t\), so a shift by one site no longer leaves it unchanged. A shift by two sites does. The cell has doubled, and \(k\) is conserved modulo \(\pi\) per original site spacing instead of \(2\pi\). This is a mean-field result for a small ring, not a claim about its correlated ground state.

**Q.** What should I keep in mind for a real sample?

**A.** The argument assumes nuclei fixed on a perfect lattice. Impurities, alloy disorder and thermal displacements remove the exact translations of the external potential. The occupied orbitals are then generally not Bloch orbitals of the ideal lattice, and exchange can join the local potentials in coupling different \(k\). The size of that effect depends on the sample; the perfect ring gives no estimate of it.

## Computed values

```
cells 6, grid points per cell 12
lattice constant 4.0 bohr, ring length 24.0 bohr
potential amplitude 0.50 hartree, softening 1.0 bohr
k spacing 0.2618 1/bohr
phase of k=1 orbital per cell 60.00 degrees
gamma(1.0,2.0 bohr) = 0.085767 1/bohr
gamma(5.0,6.0 bohr) = 0.085767 1/bohr
gamma(5.0,2.0 bohr) = 0.072868 1/bohr
relative change, both arguments moved by a: 1.6e-14
relative change, one argument moved by a: 1.0628
relative change, both moved by a/2: 0.8861
supercell vs k-block eigenvalues, max diff 2.3e-11 hartree
exchange block formula, max diff 2.6e-11 hartree
k index 0: bands -0.79672, 1.11018 hartree
k index 1: bands -0.76198, 0.74859 hartree
k index 2: bands -0.67587, 0.44596 hartree
k index 3: bands -0.61915, 0.31697 hartree
band gap on this k mesh 0.93612 hartree
plane-wave exchange diagonal, k index 0: -0.66934 hartree
plane-wave exchange diagonal, k index 3: -0.43975 hartree
exchange energy of lowest k=0 orbital, by occupied q index:
  q index 0: -0.288087 hartree
  q index 1: -0.125631 hartree
  q index 2: -0.079168 hartree
  q index 3: -0.064501 hartree
  q index 4: -0.079168 hartree
  q index 5: -0.125631 hartree
  sum -0.762185, direct total -0.762185 hartree
norms of exchange by change of k index (hartree):
  filled band: same k 1.9157, others 1.2e-14
  unequal occupations: others 7.9e-15
  equal-mixture hole: others 1.0e-14
  standing-wave hole: change 2 0.1855, change 4 0.1855
  standing-wave hole: odd changes 1.1e-14
  phase twist: largest other 0.0993
  lattice-periodic interaction: others 1.3e-14
  ring-periodic interaction: largest other 0.1437
Hubbard ring: 6 sites, U/t = 4.0
  uniform energy per site -0.33333 t
  staggered energy per site -0.47272 t
  staggered up-spin exchange, sites 0,1: -3.5155, -0.4845 t
```
